# Why copper removal can peak with peroxide concentration

**Peroxide oxidizes copper and so drives its dissolution. Why, then, can adding more peroxide to a polishing slurry make copper removal slower, and what fixes the concentration at which the rate turns over?**

**The two roles of peroxide**

Suppose that copper dissolves where two adjacent surface sites are both free, and that each free pair reacts at a rate proportional to the peroxide concentration $c$. Suppose also that peroxide gives rise to a species that adsorbs on copper and blocks it. More peroxide then makes each free pair react faster, but leaves fewer free pairs. The outcome depends on which of the two changes is larger in proportion.

The second supposition is essential. If the activity of the passivating species were fixed independently of peroxide, the number of free pairs would not depend on $c$, and the rate would be linear in $c$. Here that activity is taken as $\alpha c$, with $\alpha$ constant. The factor $\alpha$ is absorbed in the adsorption rate constant $k_a$, so that a free site becomes blocked at the rate $k_a c$. A blocked site is freed at the rate $k_d$. Temperature, pH and transport are held fixed, and the complexing agent that carries copper away is in excess.

**From site balance to free pairs**

Let $\theta$ be the fraction of blocked sites. In the steady state, blocking and freeing balance:

$$k_a c\,(1-\theta)=k_d\,\theta .$$

Dividing by $k_d(1-\theta)$ and writing $K=k_a/k_d$ gives $\theta/(1-\theta)=Kc$, hence

$$\theta=\frac{Kc}{1+Kc},\qquad 1-\theta=\frac{1}{1+Kc}.$$

This is the Langmuir isotherm, with an effective constant $K$ that refers to peroxide.

The dissolution step needs the probability $P_2$ that two neighbouring sites are free together. In the Langmuir model each site is blocked and freed without regard to its neighbours, so the states of different sites are statistically independent, and

$$P_2=(1-\theta)^2=\frac{1}{(1+Kc)^2}.$$

This also assumes that dissolution leaves the pattern of blocked sites undisturbed: a free pair that dissolves uncovers another free pair. The product law can be checked by solving the rate equations for all 64 patterns of a ring of six sites, without assuming independence. At $Kc=1$ they give $P_2=0.2500$, and at $Kc=3$ they give $0.0625$, as the formula requires.

**The rate and the reason for its peak**

Let $k$ contain the rate constant per free pair, the number of pairs per area and the conversion to thickness removed per time. Then

$$R=k\,c\,P_2=\frac{k\,c}{(1+Kc)^2}.$$

The competition is seen most directly in the observed reaction order, the slope of $\ln R$ against $\ln c$. From $\ln R=\ln k+\ln c-2\ln(1+Kc)$,

$$\frac{d\ln R}{d\ln c}=1-\frac{2Kc}{1+Kc}=1-2\theta .$$

The $+1$ is the direct action of peroxide on a free pair. The $-2\theta$ is the loss of free sites, counted twice because two are needed. "First order in peroxide" therefore describes the rate per free pair; the observed order falls from $+1$ on a clean surface towards $-1$ on a crowded one. It passes through zero at $\theta=1/2$, that is, at

$$c^*=\frac1K,\qquad R^*=\frac{k/K}{(1+1)^2}=\frac{k}{4K}.$$

The slope is positive below $c^*$ and negative above it, so this is a maximum. For $Kc\ll1$ the rate is $kc$; for $Kc\gg1$ it is $k/(K^2c)$.

**Why one site would not do**

If dissolution needs $n$ specified neighbouring sites, the exponent 2 is replaced by $n$, and the same differentiation gives the order $1-n\theta$. For $n=1$ this is $1-\theta$, which is positive at every finite concentration. The rate $kc/(1+Kc)$ then rises and levels off at $k/K$: the loss of sites can at most cancel the gain. This holds when a site is blocked in one step at a rate proportional to $c$; a site that needs two peroxide steps to become passive can show a peak on its own, as noted at the end. For $n>1$ the order vanishes at $\theta=1/n$, and $Kc=\theta/(1-\theta)=1/(n-1)$.

Needing two sites is not sufficient either. Suppose that the passivating species splits into two mobile fragments, each blocking one site. Adsorption then needs a free pair and desorption a blocked pair. With $K$ now the constant of this pair process, the balance is

$$Kc\,(1-\theta)^2=\theta^2,\qquad \frac{\theta}{1-\theta}=\sqrt{Kc},$$

so that $1-\theta=1/(1+\sqrt{Kc})$ and

$$R=\frac{kc}{(1+\sqrt{Kc})^2},\qquad
\frac{d\ln R}{d\ln c}=1-\frac{\sqrt{Kc}}{1+\sqrt{Kc}}=1-\theta>0 .$$

There is no peak. Coverage now responds to peroxide only through a square root, and this halves the penalty for losing two sites. When dissolution needs two sites and the adsorbates do not interact, the peak thus depends on the passivating species adsorbing whole on a single site. A species that stays whole but covers two sites gives no peak either, since the balance then makes $Kc\,P_2$ equal to the density of adsorbed molecules, which only rises with $c$. Attraction between fragments can bring a peak back: in the mean-field treatment given below the order becomes $1-\theta/[1+b\theta(1-\theta)]$, which vanishes at $\theta=-1/b$ when $b<-1$.

**The shape of the peak**

Set $x=Kc$. Since $\theta(1-\theta)=x/(1+x)^2$,

$$\frac{R}{R^*}=\frac{4x}{(1+x)^2}=4\theta(1-\theta).$$

Replacing $x$ by $1/x$ leaves this unchanged, so the curve is symmetric on a logarithmic concentration axis. Half the peak rate is reached where $8x=(1+x)^2$, or $x^2-6x+1=0$, which gives $x=3\pm2\sqrt2$. The ratio of the two concentrations is $(3+2\sqrt2)^2\approx34$. A measured peak much narrower than this does not fit the simple model.

**Numbers for a copper slurry**

Take $K=3$ L/mol and $k=2400$ nm/min per mol/L. Then

$$c^*=\frac{1}{3}=0.333\ \text{mol/L},\qquad
R^*=\frac{2400}{4\times3}=200\ \text{nm/min}.$$

At a slurry density of 1 kg/L, the peak lies at 1.13 wt% peroxide. On either side of it:

| $c$ (mol/L) | $\theta$ | $P_2$ | $R$ (nm/min) | order |
|---|---|---|---|---|
| 0.10 | 0.231 | 0.592 | 142 | +0.54 |
| 0.333 | 0.500 | 0.250 | 200 | 0 |
| 1.00 | 0.750 | 0.0625 | 150 | −0.50 |
| 3.00 | 0.900 | 0.010 | 72 | −0.80 |

From the second row to the third, peroxide triples while free pairs fall by a factor of four. The rate is therefore multiplied by $3/4$, falling from 200 to 150 nm/min. The half-height concentrations are 0.057 and 1.94 mol/L. With the same $k$ and $K$, a one-site reaction would instead rise towards $2400/3=800$ nm/min.

**What polishing adds**

Abrasion can remove the passivating species from raised parts of the surface. If it frees each blocked site independently at a rate $a$, then $k_d$ becomes $k_d+a$, and the constant there is

$$K'=\frac{k_a}{k_d+a}=\frac{K}{1+a/k_d}.$$

Both $1/K'$ and $k/(4K')$ exceed their unabraded values by the factor $1+a/k_d$. Choose $k_d=200$ s$^{-1}$ and $a=100$ s$^{-1}$; then $K'=2$ L/mol, and the raised areas peak at 0.500 mol/L and 300 nm/min.

Planarization needs raised areas to dissolve faster than recessed ones. If the recessed areas are not abraded and see the same peroxide concentration and temperature, the ratio of rates is

$$\frac{R_{\rm raised}}{R_{\rm recessed}}=\left(\frac{1+Kc}{1+K'c}\right)^2 .$$

Because $K>K'$, it grows with $c$, towards $(K/K')^2=1.5^2=2.25$. It is 1.44 at 0.333 mol/L, 1.78 at 1 mol/L and 2.04 at 3 mol/L. In this model, a concentration above the peak of the raised areas gives up speed for a better ratio. At 1 mol/L the raised areas dissolve at $150\times1.778\approx267$ nm/min, below their maximum of 300.

**How firm is the peak position?**

*Diffusion.* The surface reacts to the peroxide concentration beside it, $c_s$, so the maximum stays at $c_s=1/K$, and the bulk concentration there is higher by the drop across the diffusion layer. At 200 nm/min the copper flux is $4.70\times10^{-4}$ mol/(m² s). With one peroxide used per copper atom, a 20 µm layer and a diffusivity of $1.4\times10^{-9}$ m²/s, the drop is

$$\frac{4.70\times10^{-4}\times20\times10^{-6}}{1.4\times10^{-9}}
=6.7\ \text{mol/m}^3=0.0067\ \text{mol/L}.$$

The bulk peak moves to 0.340 mol/L, by 2%. This assumes that a freed passivating species gives its peroxide back. Blocked sites turn over at $k_d\theta=100$ s$^{-1}$ at the peak, about six times faster than copper layers dissolve; if each turnover used up one peroxide, the bulk peak would lie at 0.38 mol/L, a shift of 15%. The complexing agent is under more strain. If each copper atom takes two glycines from a 0.1 mol/L solution, with diffusivity $1.0\times10^{-9}$ m²/s, glycine at the surface is 19% below its bulk value. The assumption of excess is then only fair.

*Undercutting.* Dissolving copper can carry blocking species away with it. With layers 0.21 nm thick, 200 nm/min means about 16 layers per second. If every layer takes its adsorbates along, a mean-field estimate adds $u=R/d$ to $k_d$, where $d$ is the layer thickness. The peak rate then obeys $R=k(k_d+u)/(4k_a)$, and solving this with $u=R/d$ gives 217 nm/min, at 0.362 mol/L. Both values are about 9% above those of the simple model. The correction is small because the chosen $k_d$ is well above the layer rate. With $K$ fixed, slower desorption makes it larger, and once $k_d$ falls to $R^*/d$, about 16 s$^{-1}$, the equation has no positive solution. In this estimate the peak is then lost: as peroxide is added to an initially clean surface, the rate keeps rising. For a surface that starts clean, a turnover at finite concentration thus requires $k_d>R^*/d$, where $R^*$ is the peak rate of the simple model. Below this threshold the balance also has a second, passivated steady state at high concentration, whose rate is low and falls with $c$; just above it, at $k_d=17$ s$^{-1}$, two steady states coexist between about 3.3 and 5.4 mol/L. Near the threshold the rate therefore depends on the history of the surface.

*Interactions between neighbours.* These can matter far more. Let two adjacent blocked sites have an extra energy $w$, positive for repulsion, with $K$ kept at its low-coverage value. On a square lattice, mean-field theory replaces the isotherm by

$$\frac{\theta}{1-\theta}=Kc\,e^{-b\theta},\qquad b=\frac{4w}{k_BT}.$$

Taking logarithms and differentiating gives $d\theta/d\ln c=\theta(1-\theta)/[1+b\theta(1-\theta)]$. With $P_2\approx(1-\theta)^2$, the observed order becomes

$$1-\frac{2}{1-\theta}\frac{d\theta}{d\ln c}
=1-\frac{2\theta}{1+b\theta(1-\theta)} .$$

Repulsion acts twice. Half coverage now needs $Kc=e^{b/2}>1$, and at half coverage the order is still positive, so the peak lies at a higher coverage yet. Attraction reverses both effects. A calculation on a long strip of the lattice, six sites wide, which keeps the correlations that mean-field theory drops, puts the peak at 1.57 mol/L and 429 nm/min for $w=+10$ meV. For $w=-10$ meV it lies at 0.106 mol/L and 109 nm/min. An energy well below $k_BT=25.7$ meV thus moves the peak by a factor of three to five. The peak survives in both cases, but $1/K$ is then a poor guide to its position.

*Heating.* Let adsorption release 30 kJ/mol and dissolution have an activation energy of 40 kJ/mol, both chosen values. A rise of 10 K from 298 K weakens adsorption and speeds dissolution, and the peak moves to 0.494 mol/L and 500 nm/min. A peroxide series measured without temperature control can therefore mix two effects.

**The model beside a real slurry**

Glycine–peroxide slurries for copper work roughly with peroxide at the per cent level and remove up to some hundreds of nanometres per minute. The values of $K$ and $k$ were chosen to fall in that range, so the agreement is not a prediction. The values of $k_d$ and $a$ are illustrative. In a real process the surface may carry an oxide or hydroxide film several layers thick instead of a single layer of blocked sites, abrasion may remove copper directly, and pH may shift with composition. These effects are not sized here. Of those that are, and with the values chosen here, neighbour interactions move the peak concentration most, followed by abrasion and heating, each of which raises it by about half.

A measured maximum is therefore compatible with this mechanism but does not establish it, since film growth could also slow removal at high peroxide. A further question to put to data is whether the observed order falls from $+1$ towards $-1$, and whether the rate is symmetric about its peak when plotted against $\ln c$. A positive answer would not single out two sites. Let a single site be oxidized at the rate $k_1c$, and let the oxidized site either dissolve at $k_s$ or be made passive at $k_2c$, returning to the oxidized state at $k_p$. The dissolution rate per site is then $k_1c/[1+k_1c/k_s+k_1k_2c^2/(k_sk_p)]$, which is also symmetric in $\ln c$ and, for $k_1/k_s=2K$ and $k_2/k_p=K/2$, has exactly the form $c/(1+Kc)^2$. The symmetry belongs to the simple model: interactions between neighbours break it and change the width as well, the half-height ratio of 34 becoming about 13 for $w=-10$ meV and about 76 for $w=+10$ meV on the strip. An unsymmetric, narrower or wider peak therefore does not by itself exclude the two-site mechanism. The numerical output below lists the values used here.

## Computed results

```
Langmuir constant K: 3.00 L/mol
rate constant k: 2400 nm/min per mol/L
desorption, abrasion rates: 200, 100 1/s
adsorption rate constant: 600 L/(mol s)
c (mol/L) | coverage | free-pair probability | R (nm/min) | order
0.0500 | 0.1304 | 0.7561 | 90.7 | +0.739
0.1000 | 0.2308 | 0.5917 | 142.0 | +0.538
0.3333 | 0.5000 | 0.2500 | 200.0 | +0.000
1.0000 | 0.7500 | 0.0625 | 150.0 | -0.500
2.0000 | 0.8571 | 0.0204 | 98.0 | -0.714
3.0000 | 0.9000 | 0.0100 | 72.0 | -0.800
peak concentration: 0.3333 mol/L = 1.13 wt% (slurry density 1 kg/L)
peak rate: 200.0 nm/min
half-height concentrations: 0.0572, 1.9428 mol/L
half-height concentration ratio: 33.97
one-site limiting rate: 800.0 nm/min
three-site peak: 0.1667 mol/L, 118.5 nm/min
dissociative passivant: Kc | R (nm/min)
0.25 | 88.9
0.50 | 137.3
1.00 | 200.0
2.00 | 274.5
4.00 | 355.6
raised-area constant K': 2.00 L/mol
raised-area peak: 0.5000 mol/L, 300.0 nm/min
c (mol/L) | raised/recessed rate ratio
0.1000 | 1.174
0.3333 | 1.440
1.0000 | 1.778
3.0000 | 2.041
limiting raised/recessed ratio: 2.250
diffusion layer: 20 um
diffusivities, peroxide and glycine: 1.4e-09, 1.0e-09 m2/s
copper flux at peak: 4.700e-04 mol/(m2 s)
peroxide drop at peak: 0.0067 mol/L
bulk peak with diffusion: 0.3400 mol/L
glycine bulk, drop: 0.100, 0.0188 mol/L (18.8 %)
copper layer spacing: 0.21 nm
layers dissolved at peak: 15.9 1/s
peak with undercutting: 0.3621 mol/L, 217.2 nm/min
thermal energy at 298.15 K: 25.69 meV
peak, neighbour energy -10 meV: 0.1064 mol/L, 108.6 nm/min
peak, neighbour energy +10 meV: 1.5734 mol/L, 429.0 nm/min
adsorption enthalpy, activation energy: -30, 40 kJ/mol
peak after 10 K heating: 0.4937 mol/L, 500.0 nm/min
```
